\section*{The energy of one determinant of orthonormal spin orbitals}

\section{The question}

An atom with $N$ electrons has an energy made of two kinds of terms. Each electron has kinetic energy and is attracted by the nucleus, and each pair of electrons repels. Suppose that we describe the atom by placing its electrons in $N$ chosen orbitals. We would like to find the energy from integrals over one or two orbitals, without integrating over the coordinates of all the electrons at once.

For classical charge clouds the answer would be the energy of each cloud plus the repulsion of each pair. Electrons, however, are identical fermions. Their wave function must change sign when two of them are exchanged, so no electron can be assigned to a particular orbital. The simplest function with this property is a determinant. Its energy contains the classical-looking terms and one further kind, the exchange terms.

\section{Setting and conventions}

We use atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. The symbol $k$ in the argument of a function stands for the position $\mathbf r_k$ and spin coordinate $\sigma_k$ of electron $k$. An integral over electron $k$ includes the sum over its two spin values.

The Hamiltonian is
\begin{equation}
H=\sum_{k=1}^{N}h(k)+\sum_{k<l}w(k,l).
\label{H}
\end{equation}
The operator $h$ contains the kinetic energy and the external potential of one electron. The operator $w$ is the repulsion of two electrons, $w(k,l)=1/r_{kl}$ in atoms and molecules. Both are Hermitian, and $w(k,l)=w(l,k)$. The repulsion between fixed nuclei is a constant; it is left out here and can be added at the end.

The spin orbitals $\chi_1,\dots,\chi_N$ are orthonormal:
\begin{equation}
\langle\chi_i|\chi_j\rangle=\delta_{ij}.
\label{ortho}
\end{equation}
They may be complex. They need not be eigenfunctions of $h$ or solutions of the Hartree-Fock equations.

Three kinds of integrals will appear:
\begin{align}
h_{ij}&=\langle\chi_i|h|\chi_j\rangle,\\
J_{ij}&=\langle\chi_i\chi_j|w|\chi_i\chi_j\rangle,
\label{J}\\
K_{ij}&=\langle\chi_i\chi_j|w|\chi_j\chi_i\rangle.
\label{K}
\end{align}
In a two-electron bracket, the first orbital on each side belongs to electron 1 and the second to electron 2. For the Coulomb repulsion this means
\begin{align}
J_{ij}&=\iint\frac{|\chi_i(1)|^2|\chi_j(2)|^2}{r_{12}}\,d1\,d2,\\
K_{ij}&=\iint\frac{\chi_i^*(1)\chi_j(1)\,\chi_j^*(2)\chi_i(2)}{r_{12}}\,d1\,d2.
\end{align}
The Coulomb integral $J_{ij}$ is the repulsion of two charge clouds. The exchange integral $K_{ij}$ contains the products $\chi_i^*\chi_j$ in place of densities, so it is not a repulsion of two electron clouds. It has the form of the electrostatic interaction of the overlap distribution $\chi_i^*\chi_j$ with its own complex conjugate, but for $i\ne j$ this distribution integrates to zero and is not the density of any electron.

We shall show that the determinant built from these orbitals has the energy
\begin{equation}
E=\sum_{i}h_{ii}+\frac12\sum_{i}\sum_{j}\left(J_{ij}-K_{ij}\right),
\label{result}
\end{equation}
where both indices run from 1 to $N$, the case $i=j$ included.

\section{The determinant as a signed sum}

Let $P$ be a permutation of the numbers $1,\dots,N$, and let
\begin{equation}
\Theta_P=\chi_{P(1)}(1)\,\chi_{P(2)}(2)\cdots\chi_{P(N)}(N)
\end{equation}
be the product in which electron $k$ occupies orbital $P(k)$. The sign $\operatorname{sgn}(P)$ is $+1$ if $P$ consists of an even number of pair exchanges and $-1$ if the number is odd. Writing out the determinant gives
\begin{equation}
\Psi=\frac{1}{\sqrt{N!}}\sum_P\operatorname{sgn}(P)\,\Theta_P .
\label{psi}
\end{equation}
For two electrons this is $[\chi_1(1)\chi_2(2)-\chi_2(1)\chi_1(2)]/\sqrt2$.

\section{From two sums over permutations to one}

Let $O$ be an operator that treats all electrons alike, such as $H$, its one-electron part or its two-electron part. From (\ref{psi}),
\begin{equation}
\langle\Psi|O|\Psi\rangle=\frac1{N!}\sum_Q\sum_P
\operatorname{sgn}(Q)\operatorname{sgn}(P)\,
\langle\Theta_Q|O|\Theta_P\rangle .
\label{double}
\end{equation}
The electron labels are integration variables, so we may rename them. In each term, give electron $k$ the new label $m=Q(k)$. The left-hand product becomes
\begin{equation}
\prod_k\chi_{Q(k)}(k)\;\longrightarrow\;\prod_m\chi_m(m)=\Theta_I ,
\end{equation}
where $I$ is the identity permutation. On the right, $k=Q^{-1}(m)$, and therefore
\begin{equation}
\prod_k\chi_{P(k)}(k)\;\longrightarrow\;
\prod_m\chi_{P(Q^{-1}(m))}(m)=\Theta_R,\qquad R=PQ^{-1}.
\end{equation}
The operator $O$ is unchanged, because it treats all electrons alike. The signs combine as $\operatorname{sgn}(Q)\operatorname{sgn}(P)=\operatorname{sgn}(R)$, since a permutation and its inverse have the same sign and signs multiply.

For fixed $Q$, the permutation $R$ runs once through all permutations as $P$ does. Every $Q$ thus gives the same sum over $R$. There are $N!$ choices of $Q$, which cancel the factor $1/N!$:
\begin{equation}
\langle\Psi|O|\Psi\rangle=\sum_R\operatorname{sgn}(R)\,
\langle\Theta_I|O|\Theta_R\rangle .
\label{single}
\end{equation}

The norm follows by taking $O=1$. The integral then factorizes into overlaps, and (\ref{ortho}) gives
\begin{equation}
\langle\Psi|\Psi\rangle=\sum_R\operatorname{sgn}(R)\prod_m\delta_{m,R(m)}=1 ,
\end{equation}
because the product vanishes unless $R(m)=m$ for every $m$. The expectation value of $H$ therefore needs no further division by the norm.

\section{The one-electron part}

Insert $O=\sum_kh(k)$ into (\ref{single}) and look at one value of $k$. The operator $h(k)$ acts on electron $k$ alone, so the integrals over the other electrons are overlaps:
\begin{equation}
\langle\Theta_I|h(k)|\Theta_R\rangle
=h_{k,R(k)}\prod_{m\ne k}\delta_{m,R(m)} .
\end{equation}
A nonzero product requires $R(m)=m$ for every $m\neq k$. One orbital is then left for electron $k$, namely $\chi_k$, so $R$ is the identity and its sign is $+1$. Summing over $k$ gives
\begin{equation}
\Big\langle\Psi\Big|\sum_kh(k)\Big|\Psi\Big\rangle=\sum_kh_{kk}.
\label{one}
\end{equation}
An off-diagonal element $h_{ij}$ may well be nonzero. It does not appear because moving one electron from $\chi_j$ to $\chi_i$ would have to be matched by a change in the orbital of another electron, and the overlap for that other electron is zero.

\section{The two-electron part}

Now take one pair $k<l$. The integrals over all other electrons are again overlaps:
\begin{equation}
\langle\Theta_I|w(k,l)|\Theta_R\rangle
=\langle\chi_k\chi_l|w|\chi_{R(k)}\chi_{R(l)}\rangle
\prod_{m\ne k,l}\delta_{m,R(m)} .
\end{equation}
The product requires every electron other than $k$ and $l$ to keep its orbital. The orbitals $\chi_k$ and $\chi_l$ remain for the electrons $k$ and $l$, and they can be distributed in two ways.

\begin{itemize}
\item $R(k)=k$ and $R(l)=l$. This is the identity, with sign $+1$, and the integral is $J_{kl}$.
\item $R(k)=l$ and $R(l)=k$. This is one pair exchange, with sign $-1$, and the integral is $K_{kl}$.
\end{itemize}

The pair contributes $J_{kl}-K_{kl}$. The minus sign in front of $K$ is thus the sign of a single exchange in the determinant. Adding all pairs to (\ref{one}), and calling the indices $i$ and $j$, we have
\begin{equation}
E=\sum_ih_{ii}+\sum_{i<j}\left(J_{ij}-K_{ij}\right).
\label{pairs}
\end{equation}

\section{The factor one half and the diagonal terms}

Exchanging the names of electrons 1 and 2 in (\ref{J}) and (\ref{K}), with $w(1,2)=w(2,1)$, gives
\begin{align}
J_{ij}&=\langle\chi_j\chi_i|w|\chi_j\chi_i\rangle=J_{ji},\\
K_{ij}&=\langle\chi_j\chi_i|w|\chi_i\chi_j\rangle=K_{ji}.
\end{align}
The middle expression for $K_{ij}$ is also its complex conjugate, because $w$ is Hermitian. Hence $K_{ij}$ is real even for complex orbitals.

A sum over all ordered pairs with $i\ne j$ counts each pair twice, with equal values. Therefore
\begin{equation}
\sum_{i<j}(J_{ij}-K_{ij})=\frac12\sum_{i\ne j}(J_{ij}-K_{ij}).
\end{equation}
The terms with $i=j$ are still missing. Setting $j=i$ in the definitions gives
\begin{equation}
J_{ii}=\langle\chi_i\chi_i|w|\chi_i\chi_i\rangle=K_{ii},
\qquad J_{ii}-K_{ii}=0 .
\label{self}
\end{equation}
We may add these zeros to the sum, which turns (\ref{pairs}) into the result (\ref{result}).

The integral $J_{ii}$ by itself would describe an electron repelled by its own charge cloud. The Hamiltonian has no such term, since it contains $w(k,l)$ only for different electrons. The unrestricted double sum of $J_{ij}$ brings this self-repulsion in, and the unrestricted double sum of $K_{ij}$ takes it out again. The two diagonals must be kept together or dropped together. Keeping $J_{ii}$ while dropping $K_{ii}$ raises the energy by $\frac12\sum_iJ_{ii}$.

The case $N=1$ shows this plainly. Formula (\ref{result}) gives $E=h_{11}+\frac12(J_{11}-K_{11})=h_{11}$, as it must for an electron with no partner. For $N=2$ it gives $E=h_{11}+h_{22}+J_{12}-K_{12}$.

\section{What spin does}

Let each spin orbital be a spatial function times a spin function, $\chi_i=\phi_i(\mathbf r)\,\eta_i(\sigma)$, with $\eta_i$ either up or down, and let $w$ not act on spin. In $J_{ij}$ each electron has the same spin function on both sides, so both spin sums equal one. In $K_{ij}$ electron 1 has $\eta_i$ on the left and $\eta_j$ on the right, and electron 2 has the reverse. The spin sums give
\begin{equation}
\langle\eta_i|\eta_j\rangle\langle\eta_j|\eta_i\rangle=
\begin{cases}1&\text{equal spins},\\0&\text{opposite spins}.\end{cases}
\end{equation}
Exchange terms therefore connect electrons of equal spin.

Two electrons of opposite spin may share one spatial orbital $\phi$. Their repulsion $J_{12}$ then has the same numerical value as the self term $J_{11}$, but it is a real repulsion between two electrons. Since $K_{12}=0$, nothing cancels it.

\section{Example: three electrons in a tilted box}

Three electrons move on a line between hard walls at $x=0$ and $x=L$. The one-electron operator and the repulsion are
\begin{equation}
h=-\frac12\frac{d^2}{dx^2}+Fx,\qquad
w=\frac{1}{\sqrt{(x_1-x_2)^2+a^2}} .
\end{equation}
The length $a$ keeps the repulsion finite when two electrons meet. We choose $L=6$ \AA, $a=1$ \AA\ and $F=0.5$ eV/\AA. The spatial orbitals are $\phi_n=\sqrt{2/L}\,\sin(n\pi x/L)$, and the occupied spin orbitals are
\begin{equation}
\chi_1=\phi_1\!\uparrow,\qquad\chi_2=\phi_1\!\downarrow,\qquad\chi_3=\phi_2\!\uparrow .
\end{equation}
Energies below are rounded to 0.001 eV after the calculation, so a sum of rounded entries can differ by one in the last digit.

\subsection*{One-electron energies}

Since $\phi_n''=-(n\pi/L)^2\phi_n$, the kinetic energy is $n^2\pi^2/(2L^2)$. The density $\phi_n^2$ is symmetric about the middle of the box, so the mean position is $L/2$ and the potential contributes $FL/2=1.5$ eV. The results are $h_{11}=h_{22}=2.545$ eV and $h_{33}=5.678$ eV, with the sum
\begin{equation}
\sum_ih_{ii}=10.767\ \text{eV}.
\end{equation}

The orbitals are not eigenfunctions of $h$. The kinetic part of $\langle\phi_1|h|\phi_2\rangle$ vanishes by orthogonality, but the slope gives
\begin{align}
\langle\phi_1|h|\phi_2\rangle
&=\frac FL\int_0^Lx\left[\cos\frac{\pi x}{L}-\cos\frac{3\pi x}{L}\right]dx\nonumber\\
&=\frac FL\left(-\frac{2L^2}{\pi^2}+\frac{2L^2}{9\pi^2}\right)
=-\frac{16FL}{9\pi^2}=-0.540\ \text{eV}.
\end{align}
By (\ref{one}) this element does not enter the energy.

\subsection*{Repulsion}

The integrals for the three pairs, found by numerical integration, are
\begin{center}
\begin{tabular}{lccc}
pair & spins & $J_{ij}$ (eV) & $K_{ij}$ (eV)\\
1, 2 & opposite & 9.769 & 0\\
1, 3 & equal & 8.552 & 2.237\\
2, 3 & opposite & 8.552 & 0
\end{tabular}
\end{center}
The pair sum is
\begin{equation}
9.769+8.552+8.552-2.237=24.636\ \text{eV}.
\end{equation}
The diagonal integrals are $J_{11}=J_{22}=9.769$ eV and $J_{33}=8.462$ eV, with the same values for $K_{ii}$. Half their sum is 14.000 eV. The two unrestricted sums are then
\begin{align}
\tfrac12\sum_{ij}J_{ij}&=26.873+14.000=40.873\ \text{eV},\\
\tfrac12\sum_{ij}K_{ij}&=2.237+14.000=16.237\ \text{eV}.
\end{align}
Their difference is again 24.636 eV. The total energy is
\begin{equation}
E=10.767+24.636=35.403\ \text{eV}=1.3010\ \text{hartree}.
\end{equation}
If $K_{ii}$ alone were dropped, the result would be 49.403 eV, too high by the false self-repulsion of 14.000 eV.

The numerical check also computes the energy from the three-electron wave function itself, by differentiating it, integrating over all three positions and summing over the eight spin arrangements. This gives 10.767 eV for the one-electron part and 24.636 eV for the repulsion, in agreement with the orbital formula.

\subsection*{The effect of antisymmetry}

For the plain product $\Theta_I$, the identity is the one permutation present. Its energy is $\sum_ih_{ii}+\sum_{i<j}J_{ij}$, which is 37.640 eV here. The determinant lies lower by $K_{13}=2.237$ eV. The wave function shows what has changed: for two electrons of equal spin at the same place, two rows of the determinant are equal and $\Psi$ vanishes. The product has no such zero. This zero alone does not fix the sign of $K_{13}$: it is present whatever $w$ is, while replacing $w$ by $-w$ reverses the sign of $K_{13}$. In this model the sign follows directly from the form of $w$ and of the orbitals. With $g=\phi_1\phi_2$ we have $K_{13}=\iint g(x_1)\,w\,g(x_2)\,dx_1dx_2$. The function $g$ is positive on the left half of the box and odd about the middle, $g(L-x)=-g(x)$. Write $w(d)=1/\sqrt{d^2+a^2}$ for the repulsion at distance $d$, and reflect every position in the right half into the left half. The region with both positions on the right then gives the same contribution as the region with both on the left. Each region with one position on either side acquires a minus sign and the distance $L-x_1-x_2$. Hence
\begin{equation}
K_{13}=2\int_0^{L/2}\!\!\int_0^{L/2}g(x_1)g(x_2)\left[w(|x_1-x_2|)-w(L-x_1-x_2)\right]dx_1\,dx_2 .
\end{equation}
For $x_1,x_2<L/2$ we have $|x_1-x_2|<L-x_1-x_2$, and $w$ decreases with distance. The bracket is therefore positive, and $K_{13}>0$. The term $-K_{13}$ removes weight where the two electrons of equal spin are in the same half of the box, and adds the same weight where they are in opposite halves and farther apart.

\section{When the formula fails}

\subsection*{Overlapping orbitals}

Orthonormality removed all but one or two permutations. To see what happens without it, replace $\chi_3$ by
\begin{equation}
\chi_3'=\frac{\chi_1+\chi_3}{\sqrt2},
\end{equation}
which is normalized but has overlap $1/\sqrt2$ with $\chi_1$. A determinant is linear in each orbital and vanishes when two orbitals are equal. The part of $\chi_3'$ proportional to $\chi_1$ drops out, and
\begin{equation}
\Psi'=\frac1{\sqrt2}\Psi,\qquad\langle\Psi'|\Psi'\rangle=\frac12 .
\end{equation}
The physical state is unchanged, and so is its energy $\langle\Psi'|H|\Psi'\rangle/\langle\Psi'|\Psi'\rangle=35.403$ eV. Formula (\ref{result}), misapplied to $\chi_1,\chi_2,\chi_3'$, gives something else. Its changed terms are as follows.

The one-electron term becomes
\begin{equation}
h_{33}'=\tfrac12(h_{11}+h_{33})+\langle\phi_1|h|\phi_2\rangle=3.571\ \text{eV}.
\end{equation}
For the pair 1, 3, the symmetry of $w$ lets us write
\begin{equation}
J_{ij}-K_{ij}=\tfrac12\langle\chi_i\chi_j-\chi_j\chi_i|\,w\,|\chi_i\chi_j-\chi_j\chi_i\rangle .
\end{equation}
Replacing $\chi_3$ by $\chi_3'$ multiplies the antisymmetric combination by $1/\sqrt2$, so the pair term is halved, from 6.315 to 3.157 eV. For the pair 2, 3 the spins are opposite for both parts of $\chi_3'$, and exchange remains zero. The cross term in $J_{23}'$ contains the density $\phi_1^2$, even about the middle of the box, and the product $\phi_1\phi_2$, which is odd. It vanishes because $w$ is unchanged when both positions are reflected. Hence
\begin{equation}
J_{23}'=\tfrac12(9.769+8.552)=9.160\ \text{eV}.
\end{equation}
With $h_{11}+h_{22}=5.089$ eV and $J_{12}=9.769$ eV, the terms add up to 30.747 eV. This is 4.656 eV below the true energy of the same state. Orbitals that overlap must first be orthonormalized, or the overlaps must be kept in the derivation.

\subsection*{More than one determinant}

If the wave function is a sum of several determinants, its energy also contains matrix elements of $H$ between different determinants. Formula (\ref{result}) supplies the diagonal elements alone when it is applied to each determinant in turn. Some sums are a single determinant in disguise: determinants that all share the same $N-1$ orbitals and differ only in the remaining one add up, by linearity, to one determinant containing the combined orbital. This orbital is orthogonal to the shared ones, because each of its parts is. Once that orbital is normalized, (\ref{result}) gives the whole energy of such a state.

\subsection*{What the formula does not claim}

Equation (\ref{result}) is exact as the expectation value of $H$ in the determinant $\Psi$. It does not say that $\Psi$ is an eigenstate of $H$, or that the chosen orbitals are good ones. In the box, for instance, the orbitals were chosen without regard to the slope or the repulsion. Hartree-Fock theory takes the further step of varying the orbitals, with (\ref{ortho}) as a constraint, to make this energy stationary.

\section*{Numbers as computed}
\begin{verbatim}
Four-electron test, permutations examined: 24
Permutations surviving for h(1): 1
Permutations surviving for w(1,2): 2
Box length: 6.0 angstrom
Softening length a: 1.0 angstrom
Slope of potential: 0.5 eV/angstrom
Spin orbitals: 1 = phi_1 up, 2 = phi_1 down, 3 = phi_2 up
h_11: 2.5445 eV
h_22: 2.5445 eV
h_33: 5.6781 eV
Off-diagonal <phi_1|h|phi_2>: -0.5404 eV
J_11: 9.7690 eV
K_11: 9.7690 eV
J_12: 9.7690 eV
K_12: 0.0000 eV
J_13: 8.5518 eV
K_13: 2.2369 eV
J_22: 9.7690 eV
K_22: 9.7690 eV
J_23: 8.5518 eV
K_23: 0.0000 eV
J_33: 8.4622 eV
K_33: 8.4622 eV
Sum of h_ii: 10.7672 eV
Sum of J_ij over pairs i<j: 26.8726 eV
Sum of J_ij - K_ij over pairs i<j: 24.6357 eV
Half double sum of J_ij, diagonal included: 40.8728 eV
Half double sum of K_ij, diagonal included: 16.2370 eV
Half double sum of J_ij - K_ij: 24.6357 eV
Total energy from the formula: 35.4029 eV
Total energy from the formula: 1.301032 hartree
Norm of the three-electron wave function: 1.00000000
One-electron energy from the wave function: 10.7672 eV
Repulsion energy from the wave function: 24.6357 eV
Total energy from the wave function: 35.4029 eV
False self-repulsion if only K_ii is dropped: 14.0002 eV
Total energy if only K_ii is dropped: 49.4030 eV
Energy of the plain orbital product: 37.6398 eV
Product energy minus determinant energy: 2.2369 eV
Overlapping case: orbital 3 = (phi_1 + phi_2)/sqrt(2) up
Overlapping case, norm <Psi|Psi>: 0.500000
Overlapping case, true normalized energy: 35.4029 eV
Overlapping case, formula misapplied: 30.7469 eV
\end{verbatim}
